# Intrinsic pinning of a perfect domain wall under adiabatic spin torque

## Question

An electron crossing a wide domain wall has its spin turned over by the magnetization. The opposite change of angular momentum must go into the wall. In a perfect wire there is nothing to pin the wall, so I would expect any current, however small, to push it along steadily, with a speed proportional to the current. Yet I am told that the purely adiabatic torque has a threshold even without defects. What holds the wall back?

## Answer

Your angular momentum balance is right, but it omits one receiver. If the wire has a hard axis, a tilted wall can pass the angular momentum on to the lattice. The wall does start to move, damping of that motion tilts it, and the tilt grows until the hard-axis torque cancels the spin torque. Below a threshold the wall therefore shifts by a finite distance and stops.

**The model.** I set $\hbar=1$. Let $\mathbf n(x,t)$ be the unit vector of the local spin, $\sigma$ the spin density, and dots and primes the derivatives in $t$ and $x$. With easy axis $z$ and hard axis $y$, the energy per cross-sectional area is

$$E=\int\left[A\,\mathbf n'^2+K(1-n_z^2)+K_p n_y^2\right]dx,\qquad \mathbf h=-\frac{\delta E}{\delta\mathbf n}.$$

There is no applied field, disorder or temperature, and dipolar effects enter only through the local anisotropies.

Let $j$ be the magnitude of the electric current density and let $x$ point along the electron flow. In the adiabatic limit the carrier spins follow $\mathbf n$. With polarization $P$ along $\mathbf n$, the flow $j/e$ carries a spin current $(Pj/2e)\,\mathbf n$. Its divergence enters the spin balance, and with Gilbert damping $\alpha$ added,

$$\sigma(\dot{\mathbf n}+u\,\mathbf n')=\mathbf n\times\mathbf h-\alpha\sigma\,\mathbf n\times\dot{\mathbf n},\qquad u=\frac{Pj}{2e\sigma}. \tag{1}$$

**Where the expectation holds.** An untilted wall lies in the $xz$ plane of spin space. In equilibrium it has $\mathbf n\times\mathbf h=0$. If $\alpha=0$, then $\mathbf n(x-ut)$ solves (1), and the wall drifts at speed $u$ for any current. Damping changes this.

**No rigid motion with damping.** Take the scalar product of (1) with $\mathbf n\times\mathbf n'$. Since $\mathbf n\cdot\mathbf n'=0$, we have $(\mathbf n\times\mathbf h)\cdot(\mathbf n\times\mathbf n')=\mathbf h\cdot\mathbf n'$ and $(\mathbf n\times\dot{\mathbf n})\cdot(\mathbf n\times\mathbf n')=\dot{\mathbf n}\cdot\mathbf n'$, while the $u$ term drops out. The field term is a total derivative,

$$\mathbf h\cdot\mathbf n'=2A\,\mathbf n''\cdot\mathbf n'+2Kn_zn_z'-2K_pn_yn_y'=\frac{d}{dx}\left(A\mathbf n'^2+Kn_z^2-K_pn_y^2\right),$$

and the bracket has the same value in both domains. Integration leaves

$$\int\dot{\mathbf n}\cdot(\mathbf n\times\mathbf n')\,dx=-\alpha\int\dot{\mathbf n}\cdot\mathbf n'\,dx. \tag{2}$$

For rigid translation $\dot{\mathbf n}=-v\mathbf n'$, so the left side vanishes and $0=\alpha v\int\mathbf n'^2dx$. Hence $v=0$ for any wall profile and any current. A moving wall must also change its internal state.

**The wall that stands still.** Write $\mathbf n=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$ and let $n_z$ fall from $+1$ to $-1$ along $x$. For the opposite wall the tilt $\varphi$ changes sign. If $\varphi$ is uniform, the energy density is $A\theta'^2+\sin^2\theta\,(K+K_p\sin^2\varphi)$, and the field components are

$$h_\theta=2A\theta''-2\sin\theta\cos\theta\,(K+K_p\sin^2\varphi),\qquad h_\varphi=-K_p\sin\theta\sin2\varphi.$$

With $\mathbf n\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf n\times\mathbf e_\varphi=-\mathbf e_\theta$, equation (1) becomes

$$\sigma(\dot\theta+u\theta')=K_p\sin\theta\sin2\varphi+\alpha\sigma\sin\theta\,\dot\varphi, \tag{3}$$
$$\sigma\sin\theta\,\dot\varphi=h_\theta-\alpha\sigma\dot\theta. \tag{4}$$

At rest, (4) requires $h_\theta=0$. Try $\theta'=\sin\theta/\Delta$, which gives $\theta''=\sin\theta\cos\theta/\Delta^2$. Then $h_\theta=0$ if

$$\Delta(\varphi)=\sqrt{\frac{A}{K+K_p\sin^2\varphi}}.$$

In (3) both remaining terms are proportional to $\sin\theta$, so they cancel at every point of the wall when

$$u=U(\varphi)\equiv\frac{K_p\,\Delta(\varphi)\sin2\varphi}{\sigma}. \tag{5}$$

This is an exact static solution of (1).

**The threshold.** The holding speed $U$ has a maximum. With $\kappa=K_p/K$, $s=\sin^2\varphi$ and $\sin2\varphi=2\sqrt{s(1-s)}$,

$$U=\frac{2\sqrt{AK}}{\sigma}\sqrt{\frac{\kappa^2s(1-s)}{1+\kappa s}}.$$

Put $y=1+\kappa s$. The quantity under the root is

$$\frac{(y-1)(\kappa+1-y)}{y}=\kappa+2-y-\frac{1+\kappa}{y}.$$

Its derivative vanishes at $y=\sqrt{1+\kappa}$, where its value is $\kappa+2-2\sqrt{1+\kappa}=(\sqrt{1+\kappa}-1)^2$. Therefore

$$u_c=\frac{2\sqrt{AK}}{\sigma}\left(\sqrt{1+\kappa}-1\right),\qquad \sin^2\varphi_c=\frac{\sqrt{1+\kappa}-1}{\kappa}=\frac{1}{1+\sqrt{1+\kappa}}. \tag{6}$$

For $\kappa\ll1$, $u_c$ tends to $u_f=K_p\lambda/\sigma$ with $\lambda=\sqrt{A/K}$, which is the result for a wall of fixed width. The damping does not appear in $u_c$. Above $u_c$ this family of static walls ends. I have not proved that no other static wall exists there, but the integrations below show a moving one.

**How the wall gets there.** Let the wall have centre $X(t)$ and tilt $\varphi(t)$, with its width following $\Delta(\varphi)$. This is an approximation, because it neglects the contribution of $\dot\Delta$ to $\dot\theta$. Then $\dot\theta=-\dot X\sin\theta/\Delta$ and $h_\theta=0$, and (4) gives

$$\dot\varphi=\frac{\alpha\dot X}{\Delta}. \tag{7}$$

Insert this into (3), divide by $\sigma\sin\theta$ and multiply by $\Delta$. The result is $u-\dot X=U(\varphi)+\alpha^2\dot X$, or

$$(1+\alpha^2)\dot X=u-U(\varphi). \tag{8}$$

At $\varphi=0$ the wall moves at $u/(1+\alpha^2)$, close to the speed you expected. By (7) this motion increases the tilt, and by (8) the tilt slows the wall. Below $\varphi_c$ the function $U$ rises with $\varphi$, so the equilibrium is stable. On the falling side, above $\varphi_c$, it is unstable.

Equation (7) also gives the distance covered after a sudden start from $\varphi=0$:

$$X=\frac1\alpha\int_0^{\varphi}\Delta(\varphi')\,d\varphi'. \tag{9}$$

For small currents $\varphi\approx u/(2u_f)$, so $X\approx\lambda u/(2\alpha u_f)$. Weak damping makes this shift long, and it can look like free motion if one does not wait. If the current is then switched off, (7) and (8) take $\varphi$ back to zero and the wall back to its starting point.

**Above the threshold.** Now $\dot\varphi$ never vanishes, and the wall advances while its tilt rotates. At fixed width $\lambda$, a half turn covers $\pi\lambda/\alpha$ and takes the time

$$T=\frac{\lambda(1+\alpha^2)}{\alpha}\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{u-u_f\sin2\varphi}.$$

With $t=\tan\varphi$ the integral becomes $\int_{-\infty}^{\infty}dt/(ut^2-2u_ft+u)=\pi/\sqrt{u^2-u_f^2}$. The mean speed is thus

$$\bar v=\frac{\sqrt{u^2-u_f^2}}{1+\alpha^2}. \tag{10}$$

This picture also needs stable domains. Spin waves of wavenumber $q$ in a uniform domain have the frequency $\omega=(2/\sigma)\sqrt{(Aq^2+K)(Aq^2+K+K_p)}$. With damping, they grow once $u$ exceeds the smallest value of $\omega/q$, which is

$$u_s=\frac{2\sqrt{AK}}{\sigma}\left(\sqrt{1+\kappa}+1\right).$$

The gap $u_s-u_c=4\sqrt{AK}/\sigma$ does not depend on $\kappa$, so $u_s$ always lies above $u_c$. Only the ratio $u_s/u_c$ falls toward one for a strong hard axis, and slowly: it is 9.9, 1.9 and 1.2 at $\kappa=0.5$, 10 and 100.

**A worked case.** Take round model parameters: $A=0.01$ eV/Å, $K=4\times10^{-6}$ eV/Å$^3$, $K_p=K/2$, $\sigma=0.05\,\hbar$/Å$^3$, $\alpha=0.1$ and $P=0.5$. Then $\lambda=50$ Å and $\sqrt{AK}=2\times10^{-4}$ eV/Å$^2$, so

$$u_c=\frac{2\times2\times10^{-4}}{0.05}\left(\sqrt{1.5}-1\right)=1.80\times10^{-3}\ \text{eV Å}/\hbar.$$

This is 273 m/s. From $j=2e\sigma u/P$ it corresponds to $8.75\times10^{12}$ A/m$^2$. A metal wire could not carry this. With a resistivity of $2\times10^{-7}\ \Omega$ m and a heat capacity of $3.6\times10^{6}$ J/(m$^3$ K), it would heat by about 4000 K per nanosecond without cooling, and the runs below last 1.65 ns. The parameters serve as an illustration. Since $u_c\approx K_p\lambda/\sigma$ for a weak hard axis, a reachable threshold needs a much smaller $K_p\lambda/\sigma$. The tilt at threshold is 42.1°.

I integrated the full equation (1) on a grid, without prescribing the wall shape during the motion. The numerical output lists the runs. The grid spacing is $0.35\lambda$ with fourth-order differences, and the last digit of the values below is not converged. Eighth-order differences at $0.3\lambda$ move 117.6 Å to 117.7 Å, 33.10° to 33.12°, 1768 Å to 1772 Å and $3.07\times10^{-3}$ to $3.08\times10^{-3}$.

- At $0.05\,u_c$, the small-current formula gives $X\approx50\times8.99\times10^{-5}/(2\times0.1\times2.00\times10^{-3})=11.2$ Å. The integrated wall shifts by 11.2 Å and stops.
- At $0.5\,u_c$, it stops after 117.6 Å at a tilt of 13.55°. Equations (9) and (5) give 117.7 Å and 13.55°.
- At $0.95\,u_c$, it has reached 33.10° of the predicted 33.15° and still creeps at $3.6\times10^{-4}u$. Linearizing (7) and (8) gives the relaxation rate $\alpha U'(\varphi)/[\Delta(1+\alpha^2)]$, which vanishes at the threshold, so the last part of the approach is slow.
- At $1.1\,u_c$, the wall turns through 222° and advances 1768 Å during the run. The fixed-width estimate $u_f=1.11\,u_c$ would have predicted a pinned wall, so the change of width matters here.
- At $2\,u_c$, the mean speed is $3.07\times10^{-3}$ eV Å$/\hbar$. Equation (10) gives $2.96\times10^{-3}$, about 4% less than the integration, while (7) and (8) with variable width give $3.08\times10^{-3}$.

**When the conclusion changes.** Each of these assumptions matters:

- *Damping.* With $\alpha=0$ the integrated wall at $0.5\,u_c$ keeps moving at $0.999\,u$ and stays practically untilted.
- *Hard axis.* With $K_p=0$ we have $U=0$, and no threshold remains. As long as $u<u_s$, the wall moves at $u/(1+\alpha^2)=0.990\,u$ and rotates as it goes. The integration gives $0.989\,u$.
- *Purely adiabatic torque.* Suppose the right side of (1) also contains $-\beta\sigma u\,\mathbf n\times\mathbf n'$. This adds $-\beta u\int\mathbf n'^2dx$ to the right side of (2), and rigid motion then requires $\alpha v=\beta u$. So $v=\beta u/\alpha$, as long as a steady tilt can exist. With $\beta=0.05$ and $u=0.5\,u_c$ the formula gives $0.5\,u$, and the integrated wall moves at $0.499\,u$ with a constant tilt of 6.5°. In this case your expectation of a speed proportional to the current is correct.
- *Carrier spins that follow the wall.* I carried one spin through a frozen wall, with an exchange splitting of 1 eV and a speed of 5 eV Å$/\hbar$. It enters with $s_z=+0.5\,\hbar$. Behind a wall of width 50 Å it has $-0.500\,\hbar$, so it has followed. Behind a wall of width 1 Å it still has $+0.41\,\hbar$, and (1) would not describe such a wall. This value assumes a fixed speed and no reflection. Quantum scattering of a majority electron with the free mass and the same incoming speed gives $+0.35\,\hbar$ for the transmitted part, with about 3% reflected, and again $-0.500\,\hbar$ behind the wide wall.

Disorder, heat and non-local dipolar fields are outside this model, so $u_c$ should not be read as the depinning current of a real wire.

**Back to your balance.** The $z$ component of (1), integrated over a resting wall, shows where the angular momentum goes. The current delivers $-\sigma u\int n_z'\,dx=2\sigma u$ per unit time and area. The hard axis removes $K_p\sin2\varphi\int\sin^2\theta\,dx=2K_p\Delta\sin2\varphi$, because $\int\sin^2\theta\,dx=\Delta\int_0^\pi\sin\theta\,d\theta=2\Delta$. Setting the two equal gives (5) again. The electrons keep transferring angular momentum to the resting wall, and the wall passes it on to the lattice at the same rate.

## Computed results

```
exchange stiffness A = 0.010 eV/angstrom
easy-axis anisotropy K = 4.00e-06 eV/angstrom^3
hard-axis anisotropy Kp = 2.00e-06 eV/angstrom^3
spin density sigma = 0.050 hbar/angstrom^3
damping alpha = 0.10, polarization P = 0.50
untilted wall width lambda = 50.00 angstrom
time unit sigma/(2K) = 6250.0 hbar/eV
simulated time = 2.5025e+06 hbar/eV
exchange splitting = 1.00 eV
electron speed = 5.00 eV*angstrom/hbar
outgoing spin z, wall of width lambda = -0.5000 hbar
outgoing spin z, wall of width 1 angstrom = 0.4075 hbar
threshold u_c = 1.7980e-03 eV*angstrom/hbar
threshold u_c converted = 273.2 m/s
threshold current density = 8.753e+12 A/m^2
tilt at threshold = 42.10 degrees
fixed-width threshold estimate = 2.0000e-03 eV*angstrom/hbar
fixed-width estimate / u_c = 1.1124
largest relative static residual = 7.9e-07
[0.05 u_c] drift speed u = 8.9898e-05 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = -1.0e-06
  tilt: simulated 1.29, formula 1.29 degrees
  shift: simulated 11.23, formula 11.24 angstrom
[0.5 u_c] drift speed u = 8.9898e-04 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = -1.4e-07
  tilt: simulated 13.55, formula 13.55 degrees
  shift: simulated 117.56, formula 117.73 angstrom
[0.95 u_c] drift speed u = 1.7081e-03 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = 3.6e-04
  tilt: simulated 33.10, formula 33.15 degrees
  shift: simulated 281.46, formula 282.21 angstrom
[1.1 u_c] final tilt = 222.3 degrees
  final shift = 1767.9 angstrom
[2 u_c] drift speed u = 3.5959e-03 eV*angstrom/hbar
  mean speed, simulated = 3.0740e-03 eV*angstrom/hbar
  mean speed, varying width = 3.0828e-03 eV*angstrom/hbar
  mean speed, fixed width = 2.9588e-03 eV*angstrom/hbar
beta in the non-adiabatic run = 0.05
[0.5 u_c, beta>0] late speed / u = 0.4993, final tilt = 6.52 degrees
[0.5 u_c, alpha=0] late speed / u = 0.9986, final tilt = 0.01 degrees
[0.5 u_c, Kp=0] late speed / u = 0.9887, final tilt = 255.19 degrees
```
